\section*{Coverage Decay Time from Recombinative Desorption on a Spinning Wall}

\section{Problem}

A cylindrical wall turns through an oxygen plasma and then through a pumped chamber. In the plasma it collects oxygen atoms. In the chamber, adsorbed atoms recombine and leave as O$_2$. Two detector ports see the same strip of wall at delays $t_1=1$ ms and $t_2=9$ ms after it leaves the plasma. The desorption flux at the first port is four times that at the second.

Assume that after exit:
\begin{itemize}
\item atoms are lost only by recombining in pairs, with molecular flux $F=kn^2$, where $n$ is the adatom density and $k$ is uniform and constant;
\item the adatoms stay well mixed, so that the mean density determines the rate;
\item nothing adsorbs again before the second port;
\item both ports see wall that left the plasma with the same density $n_0$.
\end{itemize}

(a) Find the time $\tau$, counted from plasma exit, in which the coverage halves. (b) What times would result if the decay were read as exponential, and how can the readings be told apart? (c) For $n_0=1.0\times10^{14}$ cm$^{-2}$ at 300 K, find $k$, the fluxes and an effective barrier. (d) How far do measurement errors and departures from the assumptions move the answer?

\section{Solution}

\subsection{(a) The halving time}

Each desorbing molecule removes two adatoms, so
\begin{equation}
\frac{dn}{dt}=-2F=-2kn^2 .
\end{equation}
Dividing by $-n^2$ turns the left side into the derivative of $1/n$:
\begin{equation}
\frac{d}{dt}\frac1n=2k
\quad\Longrightarrow\quad
\frac1n=\frac1{n_0}+2kt .
\end{equation}
Multiplying by $n_0$ and inverting gives
\begin{equation}
n(t)=\frac{n_0}{1+t/\tau},\qquad \tau=\frac{1}{2kn_0}.
\label{eq:n}
\end{equation}
At $t=\tau$ the denominator is 2, so $\tau$ is the required halving time. The flux is
\begin{equation}
F(t)=\frac{F_0}{(1+t/\tau)^2},\qquad
F_0=kn_0^2=\frac{n_0}{2\tau}.
\label{eq:F}
\end{equation}

Let $R=F(t_1)/F(t_2)$. The prefactor $F_0$ cancels because $n_0$ is common to both ports. Taking the positive square root,
\begin{equation}
\sqrt R=\frac{1+t_2/\tau}{1+t_1/\tau}=\frac{\tau+t_2}{\tau+t_1}.
\end{equation}
Hence $\sqrt R\,\tau+\sqrt R\,t_1=\tau+t_2$, and collecting $\tau$ yields
\begin{equation}
\tau=\frac{t_2-\sqrt R\,t_1}{\sqrt R-1}.
\label{eq:tau}
\end{equation}
With $R=4$,
\begin{equation}
\tau=\frac{9-2\times1}{2-1}\ \text{ms}=7\ \text{ms}.
\end{equation}
As a check, the flux ratio is $[(7+9)/(7+1)]^2=4$.

This time belongs to the initial density. If the clock is restarted at delay $t$, the density is $n(t)$ and the next halving takes
\begin{equation}
\frac{1}{2kn(t)}=\tau\left(1+\frac t\tau\right)=\tau+t .
\end{equation}
At the first port it is therefore 8 ms: the relative coverage falls from 0.875 at 1 ms to 0.4375 at 9 ms.

Equation (\ref{eq:tau}) gives a positive finite time for $1<R<(t_2/t_1)^2$. As $R\to1$, $\tau\to\infty$: the coverage hardly changes between the ports. As $R\to81$ for these ports, $\tau\to0$. Then $t\gg\tau$ at both ports, and
\begin{equation}
n\simeq\frac1{2kt},\qquad F\simeq\frac1{4kt^2}.
\end{equation}
The initial density has dropped out, so the ratio no longer determines $\tau$ usefully. A ratio above 81 would contradict the assumed law.

The factor 2 can be checked by counting discrete atoms. Among $N$ atoms there are $N(N-1)/2$ pairs. If each pair reacts at rate $1/(N_0\tau)$ and removes two atoms, then
\begin{equation}
\frac{d\langle N\rangle}{dt}
=-\frac{\langle N(N-1)\rangle}{N_0\tau},
\end{equation}
which becomes the rate equation above for large $N$ with small relative fluctuations. A numerical solution for $N_0=400$ gives a mean relative coverage of 0.5005 at $\tau$, and its flux ratio gives 7.01 ms through (\ref{eq:tau}).

\subsection{(b) Exponential readings}

If the flux were proportional to a coverage decaying as $e^{-t/T}$, then
\begin{equation}
R=e^{(t_2-t_1)/T},\qquad
T=\frac{8\ \text{ms}}{\ln4}=5.77\ \text{ms}.
\end{equation}
If the coverage were exponential but the flux proportional to its square, the exponent would double and $T$ would be 11.54 ms. Neither form follows from pair loss alone. Two fluxes fix one time once a law is assumed; they do not establish the law.

Further ports can test it. Relative to the first port, pair recombination predicts
\begin{equation}
\frac{F(5)}{F(1)}=\left(\frac8{12}\right)^2=0.444,
\qquad
\frac{F(17)}{F(1)}=\left(\frac8{24}\right)^2=0.111,
\end{equation}
with delays in ms. An exponential flux through the same two data predicts $4^{-1/2}=0.500$ and $4^{-2}=0.0625$.

A second test is to change $n_0$ at fixed temperature and rotation speed. Equation (\ref{eq:n}) requires $\tau\propto1/n_0$, whereas a first-order decay time does not depend on $n_0$.

\subsection{(c) Rates for an oxygen-covered wall}

From (\ref{eq:n}) and (\ref{eq:F}),
\begin{align}
k&=\frac{1}{2(10^{14}\ \text{cm}^{-2})(7\times10^{-3}\ \text{s})}
=7.14\times10^{-13}\ \text{cm}^2\,\text{s}^{-1},\\
F_0&=\frac{10^{14}\ \text{cm}^{-2}}{2(7\times10^{-3}\ \text{s})}
=7.14\times10^{15}\ \text{cm}^{-2}\,\text{s}^{-1}.
\end{align}
Multiplying $F_0$ by $0.875^2$ and $0.4375^2$ gives port fluxes of $5.47\times10^{15}$ and $1.37\times10^{15}$ cm$^{-2}$ s$^{-1}$.

For an effective barrier $E$, write
\begin{equation}
k=\frac{\nu}{N_s}e^{-E/k_BT_w},\qquad
E=k_BT_w\ln\frac{\nu}{N_sk},
\end{equation}
where $T_w$ is the wall temperature. Taking a rough attempt rate $\nu=10^{13}$ s$^{-1}$ and site density $N_s=2\times10^{14}$ cm$^{-2}$ gives $\nu/N_s=0.05$ cm$^2$ s$^{-1}$ and $E\simeq0.65$ eV. This value depends on the assumed prefactor; the two fluxes do not measure a barrier.

To set these numbers beside a real case, consider an oxidized steel wall in a low-pressure oxygen plasma. A rough O density of $2\times10^{13}$ cm$^{-3}$ at 300 K corresponds to an atomic partial pressure of 0.62 mTorr. The mean speed $\bar v=6.30\times10^4$ cm s$^{-1}$ gives an impact flux
\begin{equation}
J=\frac{n_{\rm O}\bar v}{4}=3.15\times10^{17}\ \text{cm}^{-2}\,\text{s}^{-1}.
\end{equation}
At density $n_0$ in the plasma, pair recombination consumes a fraction $2F_0/J=0.045$ of the arriving atoms. This fraction follows from the assumed densities and the 7 ms time; it is not a measured property of steel, and conditioning and contamination can change it considerably. It also counts only adatom pairs reacting during exposure. Direct recombination of arriving atoms with adatoms, ion-driven desorption and the O$_2$ released after exit are left out, so it is not the full wall recombination coefficient. Real oxide surfaces also break the assumption of identical sites. In the estimate below, a modest spread of barriers moves the inferred median time from 7 to 34 ms if all patches start equally covered; the shift is smaller if fast patches fill less.

\subsection{(d) Reliability of the inferred time}

\paragraph{Measurement errors.}
Equation (\ref{eq:tau}) can be written
\begin{equation}
\tau+t_1=\frac{t_2-t_1}{\sqrt R-1}.
\label{eq:sum}
\end{equation}
Differentiating at fixed delays, with $d\sqrt R=\tfrac12\sqrt R\,dR/R$,
\begin{equation}
d\tau=-\frac{(t_2-t_1)\sqrt R}{2(\sqrt R-1)^2}\frac{dR}{R}
=-(8\ \text{ms})\frac{dR}{R}.
\end{equation}
A ratio 10\% below or above 4 gives 7.9 or 6.3 ms from the full formula. If both delays are really 0.5 ms longer, the right side of (\ref{eq:sum}) is unchanged and $\tau$ falls to 6.5 ms. A port accepting a 0.5 ms interval changes the result by less than 0.01 ms.

A constant background can matter more, depending on its size. Suppose it supplies 5\% of the first signal. The true ratio is then
\begin{equation}
R=\frac{1-0.05}{0.25-0.05}=4.75,
\end{equation}
and (\ref{eq:tau}) gives 5.8 ms.

\paragraph{Wall temperature.}
With the barrier above, warming the wall from 300 to 301 K raises $k$ by about 9\%. At fixed $n_0$, $\tau$ shortens by about 8\%. A quoted halving time therefore needs both a wall temperature and an initial density.

\paragraph{An added first-order loss.}
If adatoms also disappear at rate $\kappa$ without contributing to $F$, then $u=n_0/n$ obeys
\begin{equation}
\frac{du}{dt}=\kappa u+\frac1\tau,
\qquad
u=e^{\kappa t}+\frac{e^{\kappa t}-1}{\kappa\tau},
\end{equation}
with $\tau$ still denoting $1/(2kn_0)$. Imposing $u(t_2)=2u(t_1)$ for $\kappa=10$ s$^{-1}$ gives $\tau=8.0$ ms. Neglecting this loss would make pair recombination seem faster than it is. Here $\tau$ is no longer the halving time: with both losses acting, the coverage halves in 7.1 ms.

\paragraph{Unequal sites.}
Let independent patches start with equal density and prefactor, but let their barriers have a Gaussian spread of standard deviation 0.05 eV. A patch with halving time $\tau_i$ emits
\begin{equation}
F_i=\frac{n_0}{2}\frac{\tau_i}{(\tau_i+t)^2},
\qquad
\frac{\partial F_i}{\partial\tau_i}
=\frac{n_0}{2}\frac{t-\tau_i}{(\tau_i+t)^3}.
\end{equation}
At delay $t$ the strongest emitters are thus patches with $\tau_i=t$. With the spread used here, the ports favour patches faster than the typical one: half of the first signal comes from patches with $\tau_i$ below about 4 ms, and half of the second from patches below about 15 ms. Averaging over the spread and requiring $R=4$ gives a median $\tau_i$ of 34 ms, almost five times the uniform-wall result.

This distribution predicts fluxes of 0.388 and 0.146 at 5 and 17 ms, relative to the first port, against 0.444 and 0.111 for a uniform wall. Extra ports can reveal the spread, but a background can imitate part of it. For a uniform wall with a constant background of 5\% of the first signal, the same measured ratio of 4 leads to 0.426 and 0.134 at these delays. The background must therefore be known well.

The 34 ms also depends on the equal starting densities. In repeated turns, patches that recombine quickly leave the plasma with less oxygen. With the adsorption model of the next paragraph, at 3000 rpm and a free-site sticking probability of 0.214 on every patch, $R=4$ gives a median $1/(2k_in_0)$ of about 12 ms, where $k_i$ is the patch's rate coefficient and $n_0=10^{14}$ cm$^{-2}$. Without re-exposure the mean coverage would halve in about 19 ms, slightly longer than the 18 ms the wall spends outside the plasma. The mean exit density is then about $1.12\,n_0$, and the fluxes at 5 and 17 ms relative to the first port become 0.399 and 0.139. These lie closer to the values for a uniform wall with background, so the spread is harder to detect than in the equal-density case.

\paragraph{Changing speed instead of port.}
At a fixed 3000 rpm the period is 20 ms, so the two ports lie $18^\circ$ and $162^\circ$ beyond the plasma exit. In the periodic state both see the same $n_0$. With one port at $180^\circ$, the same delays require 30000 and 3333 rpm, and the exit density need not stay the same.

To size this effect, let the wall spend one tenth of each turn in the plasma, where
\begin{equation}
\frac{dn}{dt}=sJ\left(1-\frac n{N_s}\right)-2kn^2 .
\end{equation}
The free-site sticking probability $s=0.214$ is chosen to give $n_0=10^{14}$ cm$^{-2}$ at 3000 rpm. With $s$, $J$ and $k$ held fixed, the exit densities at the fast and slow speeds become 0.623 and 0.966 of that value. The measured ratio would be 1.76, and (\ref{eq:tau}) would return 23 ms. The formula fails here because the two readings start from different densities: $F_0$ no longer cancels, and $\tau\propto1/n_0$ is no longer the same for both.

The same model illustrates the density test of part (b). At 3000 rpm, halving $s$ lowers the exit density to $0.684\,n_0$. The two-port ratio becomes 2.93 and the inferred time 10.2 ms, in agreement with $7/0.684$ ms.

\paragraph{Slow surface diffusion.}
If adatoms hop too slowly to remain mixed, close pairs react first and $kn^2$ with constant $k$ is no longer justified. Sizing this error needs a hopping rate, which the two fluxes do not provide.

The value of 7 ms is therefore the initial coverage halving time of a uniform, well-mixed wall with pair loss alone. The numerical output lists most of the values used for these comparisons.

\section*{Calculated quantities}
\begin{verbatim}
Port delays: 1.0, 9.0 ms; flux ratio: 4.00
Inferred coverage halving time tau: 7.000 ms
Relative coverage at ports: 0.8750, 0.4375
Remaining half-time at first port: 8.000 ms
Discrete model, 400 atoms: coverage at tau 0.5005
Discrete model inferred tau: 7.014 ms
Exponential time, flux linear in coverage: 5.771 ms
Exponential time, flux quadratic: 11.542 ms
Rotation: 3000 rpm; period: 20.0 ms
Port angles: 18.0, 162.0 degrees
Plasma exposure: 2.00 ms per turn
Wall and gas temperature: 300 K
Exit adatom density: 1.00e+14 cm^-2; sites: 2.00e+14 cm^-2
Gas O density: 2.00e+13 cm^-3 = 0.621 mTorr
O mean speed: 6.301e+04 cm/s; impact flux: 3.150e+17 cm^-2 s^-1
Pair coefficient k: 7.143e-13 cm^2/s
Molecular flux at exit: 7.143e+15 cm^-2 s^-1
Molecular flux at ports: 5.469e+15, 1.367e+15 cm^-2 s^-1
Total molecules emitted if never re-exposed: 5.000e+13 cm^-2
Pair recombination probability at exit coverage: 0.0453
Attempt rate: 1.0e+13 s^-1; barrier: 0.646 eV
Change of k for +1 K: 8.65 percent
Calibrated sticking on free sites: 0.214
Half sticking: exit coverage / n0 = 0.6843
Half sticking: flux ratio 2.932, tau 10.230 ms
Speed scan: 30000 and 3333 rpm
Speed scan exit coverages / n0: 0.6227, 0.9659
Speed scan flux ratio: 1.762; false tau: 23.45 ms
Tau for ratio 10 percent low, high: 7.915, 6.289 ms
Background: 5.0 percent of first signal
Background-corrected ratio: 4.750; tau: 5.783 ms
Both delays longer by 0.5 ms: tau 6.500 ms
Port acceptance 0.5 ms: apparent tau 6.9941 ms
First-order loss 10.0 s^-1: fitted tau 8.000 ms
Barrier spread 0.050 eV: fitted median tau 33.90 ms
Extra port delays: 5.0, 17.0 ms
Flux / first port, pair law: 0.4444, 0.1111
Flux / first port, exponential: 0.5000, 0.0625
Flux / first port, barrier spread: 0.3883, 0.1463
\end{verbatim}
